# What a Fisher profile reveals about grain-boundary width and diffusivity

## Question

A flat grain boundary runs straight down from the free surface of a metal. It is modelled as a slab of width \(\delta\) and diffusivity \(D_b\), set between two grains of much smaller diffusivity \(D\). From time \(t=0\) the surface is held at tracer concentration \(c_0\); the metal below is initially free of tracer. The tracer is an isotope of the metal itself, so the concentration is continuous across the boundary faces. Let \(y\) be the depth and \(x\ge 0\) the distance into a grain, measured from the boundary face.

Two specimens are annealed for 24 h at the same temperature, with the same \(D=4\times10^{-15}\ \mathrm{cm^2/s}\) and the same \(c_0\):

- specimen A: \(\delta=0.5\) nm, \(D_b=2\times10^{-8}\ \mathrm{cm^2/s}\);
- specimen B: \(\delta=1.5\) nm, \(D_b=0.667\times10^{-8}\ \mathrm{cm^2/s}\), one third of the value in A.

**(a)** Write the tracer balance for a thin slice of the boundary, and state the approximations of Fisher's model.

**(b)** Find the lateral profile in a grain and the rate at which the boundary loses tracer.

**(c)** Derive the full concentration profile.

**(d)** Compare the profiles of A and B. What can a measured profile say about the boundary?

**(e)** Show how thin sections cut parallel to the surface give this information, and evaluate it for A.

**(f)** Does the conclusion of (d) survive when Fisher's approximations are relaxed?

## Model answers

### (a) Balance on a slice

Because the slab is thin, its concentration \(c_b(y,t)\) is taken as uniform across the width. Consider the slice between \(y\) and \(y+dy\), per unit length of boundary parallel to the surface. It holds an amount \(\delta\,c_b\,dy\).

The current down the slab is \(-\delta D_b\,\partial c_b/\partial y\). Inflow at \(y\) minus outflow at \(y+dy\) is therefore \(\delta D_b(\partial^2c_b/\partial y^2)\,dy\). Each face also passes a flux \(-D\,\partial c/\partial x|_{x=0}\) into its grain, and there are two faces. Dividing by \(dy\),

\[
\delta\frac{\partial c_b}{\partial t}=\delta D_b\frac{\partial^2 c_b}{\partial y^2}+2D\left.\frac{\partial c}{\partial x}\right|_{x=0}.
\]

The last term is negative, since \(c\) falls with distance from the face: it is a loss.

Fisher's model makes three approximations.

1. The storage term on the left is dropped. The slab holds little tracer compared with the grains if \(\delta\ll\sqrt{Dt}\).
2. Diffusion along \(y\) inside the grains is dropped, so tracer reaches a grain at depth \(y\) sideways from the boundary.
3. When the loss is calculated, the wall concentration at each depth is treated as if it had held its present value since \(t=0\).

### (b) Lateral profile and loss

At a given depth we solve \(\partial c/\partial t=D\,\partial^2c/\partial x^2\) with \(c=c_b\) at \(x=0\), \(c\to0\) far away and \(c=0\) initially. The problem contains no length other than \(\sqrt{Dt}\), so we try

\[
c=c_b f(\eta),\qquad \eta=\frac{x}{2\sqrt{Dt}} .
\]

Since \(\partial\eta/\partial t=-\eta/(2t)\) and \(\partial\eta/\partial x=1/(2\sqrt{Dt})\), the diffusion equation becomes

\[
-\frac{\eta}{2t}f'=\frac{D}{4Dt}f''\quad\Longrightarrow\quad f''=-2\eta f'.
\]

Hence \(f'=Ae^{-\eta^2}\). The function must fall from 1 at \(\eta=0\) to 0 at infinity, so \(A\int_0^\infty e^{-\eta^2}d\eta=A\sqrt\pi/2=-1\), which gives \(A=-2/\sqrt\pi\). This is the complementary error function, \(f=\operatorname{erfc}\eta\).

The flux into one grain is

\[
-D\left.\frac{\partial c}{\partial x}\right|_{0}=-\frac{D\,c_b f'(0)}{2\sqrt{Dt}}=\frac{D\,c_b}{\sqrt{\pi Dt}} .
\]

### (c) The full profile

Insert this loss into the slice balance, without the storage term:

\[
\delta D_b\frac{\partial^2c_b}{\partial y^2}=\frac{2D}{\sqrt{\pi Dt}}\,c_b\equiv\frac{\delta D_b}{L^2}\,c_b .
\]

The decay length follows from the identity on the right:

\[
L^2=\delta D_b\frac{\sqrt{\pi Dt}}{2D}=\delta D_b\sqrt{\frac{\pi t}{4D}} .
\]

Time enters as a parameter, so the solutions are \(e^{-y/L}\) and \(e^{+y/L}\). The growing one is excluded because the tracer must vanish at depth, and \(c_b(0)=c_0\) fixes the amplitude. With the lateral factor from (b),

\[
c(x,y,t)=c_0\,e^{-y/L}\operatorname{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right).
\]

A larger \(D\) shortens \(L\), because the boundary leaks faster. Also \(L\propto t^{1/4}\), so the wall concentration at fixed depth rises during the anneal. That conflicts with the third approximation; part (f) gives the cost.

### (d) Comparison of A and B

The boundary's properties enter the profile through \(L\), and \(L\) contains them as the product \(\delta D_b\). For specimen B,

\[
(3\delta)\left(\frac{D_b}{3}\right)=\delta D_b ,
\]

so \(L\) is unchanged, and with it \(c\) at every \(x\ge0\), every depth and every time. Physically, the slab carries a current \(\delta D_b\) times the gradient. A wide, slow boundary carries the same current as a narrow, fast one, and the leak into the grains depends on \(D\) and the wall concentration, not on the width.

The converse also holds. At fixed \(D\) and \(t\), \(L\) increases strictly with \(\delta D_b\), so two boundaries with the same Fisher profile have the same product. The profile thus determines one boundary parameter, \(\delta D_b\), and leaves its factors undetermined. The grain diffusivity is a separate quantity. It should be known independently. In Fisher's model it could also be found from the width \(2\sqrt{Dt}\) of the lateral profile, but the true profile at depth is narrower, because the wall concentration there rose late in the anneal, and this width would then underestimate \(D\).

For specimen A the two lengths are

\[
\sqrt{Dt}=\sqrt{(4\times10^{-15})(86400)}\ \mathrm{cm}=1.859\times10^{-5}\ \mathrm{cm}=185.9\ \mathrm{nm},
\]

\[
L=\left[10^{-15}\sqrt{\frac{\pi(86400)}{4(4\times10^{-15})}}\right]^{1/2}\mathrm{cm}=2.03\times10^{-3}\ \mathrm{cm}=20.3\ \mu\mathrm{m}.
\]

At \(y=20\ \mu\mathrm{m}\) both specimens have \(c/c_0=0.373\) at the face and 0.167 at \(x=200\) nm. If the width is tripled with \(D_b\) held fixed, the product triples, \(L\) grows by \(\sqrt3\) to 35.2 μm, and the face value at that depth becomes 0.566. The profile does respond to the width; what it cannot detect is a change compensated by the diffusivity.

One detail concerns the origin of \(x\). If distances are measured from the boundary centre, the faces lie at 0.25 nm in A and 0.75 nm in B. A point 200 nm from the centre is then slightly nearer the face in B, and its Fisher concentration is 0.25 % higher than in A.

### (e) The product from thin sections

The tracer in both grains, per unit depth and per unit length of boundary, is

\[
m(y)=2\int_0^\infty c\,dx=4\sqrt{Dt}\,c_0e^{-y/L}\int_0^\infty\operatorname{erfc}\eta\,d\eta .
\]

Integrating by parts, where the boundary term \(\eta\operatorname{erfc}\eta\) vanishes at both ends,

\[
\int_0^\infty\operatorname{erfc}\eta\,d\eta=\frac{2}{\sqrt\pi}\int_0^\infty\eta\,e^{-\eta^2}d\eta=\frac1{\sqrt\pi}.
\]

Therefore

\[
m(y)=4c_0\sqrt{\frac{Dt}{\pi}}\;e^{-y/L}.
\]

A plot of \(\ln m\) against depth is a straight line of slope \(-g\), with \(g=1/L\). Solving the expression for \(L^2\) for the product,

\[
\delta D_b=L^2\sqrt{\frac{4D}{\pi t}}=\frac{2}{g^2}\sqrt{\frac{D}{\pi t}} .
\]

For A, \(g=0.04927\ \mu\mathrm{m}^{-1}=492.7\ \mathrm{cm}^{-1}\), so

\[
\delta D_b=\frac{2}{(492.7)^2}\sqrt{\frac{4\times10^{-15}}{\pi(86400)}}\ \mathrm{cm^3/s}=1.00\times10^{-15}\ \mathrm{cm^3/s}
\]

(\(1.00\times10^{-21}\ \mathrm{m^3/s}\)). Specimen B gives the same value.

A section also contains the slab's own tracer, \(\delta c_b\). In Fisher's model its ratio to the grain content is \(\delta/(4\sqrt{Dt/\pi})\), where the denominator is 419.5 nm: 0.12 % in A and 0.36 % in B. In that model the slab's tracer has the same depth dependence as \(m\), so it changes the height of the line slightly but not its slope.

### (f) Relaxing the approximations

Keep the storage term and the true time history of the wall, but still neglect diffusion along \(y\) in the grains. Use the Laplace transform \(C=\int_0^\infty e^{-pt}c\,dt\). With no initial tracer, \(\partial c/\partial t\) transforms to \(pC\), and the grain equation \(pC=D\,\partial^2C/\partial x^2\) has the decaying solution

\[
C=C_b\,e^{-x\sqrt{p/D}},\qquad D\left.\frac{\partial C}{\partial x}\right|_0=-\sqrt{Dp}\;C_b .
\]

The slice balance of (a) becomes \(\delta p\,C_b=\delta D_b\,C_b''-2\sqrt{Dp}\,C_b\). The constant surface value transforms to \(c_0/p\), so

\[
C_b=\frac{c_0}{p}\exp\!\left[-y\sqrt{\frac{\delta p+2\sqrt{Dp}}{\delta D_b}}\,\right].
\]

**Long anneals, \(\delta\ll\sqrt{Dt}\).** With \(p\) of order \(1/t\), the ratio of the two terms in the numerator is of order \(\delta/(2\sqrt{Dt})\), about 0.1 % for A and 0.4 % for B. Without \(\delta p\), the width and \(D_b\) appear only as their product. The time history therefore does not spoil the equivalence of A and B; the storage term does, weakly.

**Short anneals, \(\delta\gg\sqrt{Dt}\).** Now \(\delta p\) dominates and \(C_b\to(c_0/p)\exp(-y\sqrt{p/D_b})\). This is ordinary one-dimensional diffusion in the slab, with \(c_b=c_0\operatorname{erfc}[y/(2\sqrt{D_bt})]\) by the argument of (b). The width has dropped out and \(D_b\) is measurable by itself. Specimens A and B would then differ, with penetration depths in the ratio \(\sqrt3\). For A at the present temperature this limit needs times several orders of magnitude below \(\delta^2/D\approx0.6\) s, because the neglected leak term shrinks only as \(\sqrt t\) (at 0.006 s the wall value at \(y=2\sqrt{D_bt}\) is still 0.130 against 0.157, and the depths at which \(c_b=0.2\,c_0\) stand in the ratio 1.65), so in practice it is sought at lower temperatures, where \(D\) is much smaller.

The numerical output lists a direct time integration of the two-dimensional equations, which also includes diffusion along \(y\) in the grains. Its boundary concentrations \(c_b/c_0\) are:

| Depth | Fisher, A and B | Fuller, A | Fuller, B |
|---|---|---|---|
| 20 μm | 0.373 | 0.3157 | 0.3154 |
| 40 μm | 0.139 | 0.0863 | 0.0861 |

The fourth decimal of the fuller values carries a grid error of one or two units, nearly the same for A and B. From A to B these values fall by 0.10 % and 0.31 %; the gap grows with depth, to about 0.6 % at 60 μm and 1.6 % at 100 μm, where \(c_b/c_0\) is already below \(10^{-3}\). The Laplace result at 20 μm shows the same small drop, from 0.3158 to 0.3155, and without storage it gives 0.3160 for both specimens.

Fisher's own error is far larger: his values exceed the fuller ones for A by 18 % and 61 %. At 20 μm, restoring the time history alone already lowers 0.373 to 0.316, so the third approximation accounts for nearly all of the error there. The reason follows from treating a rising wall concentration as a sum of small steps. A step \(dc_b\) made at time \(\tau\) adds a flux \(dc_b\sqrt{D/[\pi(t-\tau)]}\), which is at least \(dc_b\sqrt{D/(\pi t)}\). The true loss therefore exceeds Fisher's for the same present wall value, and less tracer travels deep.

This matters for measurement. Fisher's slope rule, applied to the fuller section contents between 20 and 60 μm, returns about 0.43 of the true product for both A and B. This is not a fixed correction factor: \(\ln m\) is curved in the fuller solution, and the same rule gives about 0.56 between 2 and 10 μm and 0.35 between 60 and 100 μm. The two specimens remain practically indistinguishable, but a reliable value of \(\delta D_b\) has to come from the fuller solution.

**The real case.** The parameters are rough values in the regime of silver self-diffusion near 700 K. A width of 0.5 nm is a customary assumption for a metal boundary; 1.5 nm is wide and serves the comparison. For grains of 50 μm, \(\sqrt{Dt}\) is 0.0037 of the grain size, so the lateral profiles of neighbouring boundaries do not overlap. Diffusion along \(y\) in the grains is of relative order \((\sqrt{Dt}/L)^2\approx8\times10^{-5}\), except within a few \(\sqrt{Dt}\) of the surface. A single straight boundary reaching 60 μm is, however, an idealisation in such a material, and real boundaries differ from one another in \(\delta D_b\); neither effect is estimated here. The assumed \(D\) matters too. With a rough activation energy of 2.0 eV, taking \(D\) at a temperature 5 K too high raises it by about 27 %. At fixed measured slope the inferred product scales as \(\sqrt D\) and rises by about 12 %, far more than the difference between A and B.

## Calculated quantities

```
INPUTS (rough, silver self-diffusion near 700 K)
pair A: width = 0.50 nm, Db = 2.000e-08 cm2/s
pair B: width = 1.50 nm, Db = 6.667e-09 cm2/s
grain diffusivity D = 4.00e-15 cm2/s
anneal time = 24 h = 86400 s
grain size = 50 um, temperature = 700 K
FISHER MODEL
product width*Db, pair A = 1.0000e-15 cm3/s
product width*Db, pair B = 1.0000e-15 cm3/s
sqrt(D t) = 185.9 nm
L, pair A = 20.295 um
L, pair B = 20.295 um
L, control (width tripled, Db kept) = 35.152 um
c/c0 at x=0 nm, y=20 um: A 0.3733, B 0.3733, control 0.5661
c/c0 at x=0 nm, y=40 um: A 0.1393, B 0.1393, control 0.3205
c/c0 at x=200 nm, y=20 um: A 0.1668, B 0.1668, control 0.2530
c/c0 at x=200 nm, y=40 um: A 0.0623, B 0.0623, control 0.1432
log slope from grid solution, pair A = 0.04927 per um
product from that slope, pair A = 1.0000e-15 cm3/s
product from slope, pair B = 1.0000e-15 cm3/s
section content / (c0 exp(-y/L)) = 419.5 nm
FULLER MODEL (storage, time history, y-diffusion in grains)
boundary c/c0 at y=20 um: A 0.3157, B 0.3154, control 0.5237
  Fisher relative to fuller, A = +18.2 %
  change from A to B = -0.102 %
boundary c/c0 at y=40 um: A 0.0863, B 0.0861, control 0.2603
  Fisher relative to fuller, A = +61.4 %
  change from A to B = -0.313 %
Laplace result at y=20 um: A 0.3158, B 0.3155
Laplace without storage: A 0.315990, B 0.315990
Fisher slope rule on fuller profile (20 to 60 um), A: 0.433 of true product
same for B: 0.432 of true product
OTHER NEGLECTED EFFECTS
boundary/grain content: A 0.12 %, B 0.36 %
centre-based x (200 nm), change A to B = +0.254 %
(sqrt(D t)/L)^2, y-diffusion in grains = 8.4e-05
sqrt(D t)/grain size = 0.0037
activation energy of D (rough) = 2.0 eV
D assumed 5 K too hot: D +26.5 %, product +12.5 %
```
